\section*{Depth at which thermal emission overtakes tunnelling from a charge trap}

\section*{Problem}

An electron is held in a trap inside an insulating layer, a distance $x$ from an electrode. The trap level lies an energy $B$ below the conduction-band edge of the layer. The band is flat, so between trap and electrode the electron meets a square barrier whose top is also $B$ above the level. The electrode has empty states at the trap energy. There are two ways out:
\begin{itemize}
\item tunnelling through the barrier into the electrode, at constant energy;
\item thermal emission over the full energy $B$ into the band of the layer.
\end{itemize}
The lattice is rigid, there is no electric field, and the few electrons in the band form a non-degenerate gas. Take $B=1.50$ eV, effective mass $m=0.50$ electron masses and $T=300$ K. Give both processes the same attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$, independent of temperature.

\begin{enumerate}
\item[(a)] Derive how each rate depends on $x$, $B$, $m$ and $T$.
\item[(b)] Find the depth $x_c$ at which the rates are equal, and show which process wins on each side.
\item[(c)] Could the electron do better by climbing part of the way and tunnelling from there?
\item[(d)] Which traps are emptied in ten years, at 300 K and at 85 $^\circ$C?
\item[(e)] How far does $x_c$ move when the attempt frequencies differ, and when the other idealizations are relaxed?
\end{enumerate}

The algebra uses atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$), so $m$ is a pure number. $kT$ is the thermal energy, and energies are measured from the band edge, which puts the trap level at $-B$. Numbers are given in eV and nm.

\section*{Solution}

\subsection*{(a) The two rates}

\paragraph{Tunnelling.} Let $z$ be the distance from the edge of the trap's potential well towards the electrode, and $u(z)$ the wave function along that direction. In the barrier the energy is $B$ below the potential, so
\begin{equation}
-\frac{u''}{2m}=-B\,u
\quad\Longrightarrow\quad
u''=\kappa^2u,\qquad \kappa=\sqrt{2mB},
\end{equation}
with solution $u=A e^{-\kappa z}+Ce^{\kappa z}$. In the electrode the electron moves away as $e^{iqz}$, where $q$ is its wave number there. With the same mass on both sides, $u$ and $u'$ are continuous at $z=x$:
\begin{align}
Ae^{-\kappa x}+Ce^{\kappa x}&=u(x),\\
-\kappa Ae^{-\kappa x}+\kappa Ce^{\kappa x}&=iq\,u(x).
\end{align}
Multiplying the first line by $\kappa$ and subtracting the second removes $C$:
\begin{equation}
2\kappa Ae^{-\kappa x}=(\kappa-iq)\,u(x)
\quad\Longrightarrow\quad
|u(x)|^2=\frac{4\kappa^2|A|^2}{\kappa^2+q^2}\,e^{-2\kappa x}.
\end{equation}
The outgoing current is $\mathrm{Im}(u^*u')/m=q|u(x)|^2/m$. If $u$ is normalized to one electron, this current is the escape rate:
\begin{equation}
\Gamma_{\rm tun}=\nu_{\rm tun}e^{-2\kappa x},\qquad
\nu_{\rm tun}=\frac{4\kappa^2q|A|^2}{m(\kappa^2+q^2)}.
\label{tun}
\end{equation}
The two terms of $u$ are of similar size at $z=x$, so $C$ is of order $Ae^{-2\kappa x}$. It changes the normalization and $A$ by exponentially small amounts, and $\nu_{\rm tun}$ does not depend on $x$ at leading order.

\paragraph{Thermal emission.} The emission rate follows from equilibrium, where emission and capture balance. Let the trap hold at most one electron, of either spin. With chemical potential $\mu$, the ratio of filled to empty probability is
\begin{equation}
\frac{P_1}{P_0}=2e^{(\mu+B)/kT}.
\end{equation}
A band electron of kinetic energy $\varepsilon$ has speed $v=\sqrt{2\varepsilon/m}$. The density of band states per volume, energy and spin is $D=m\sqrt{2m\varepsilon}/(2\pi^2)$, so $Dv=m\varepsilon/\pi^2$. If an empty trap captures with a constant cross-section $\sigma$, its capture rate is
\begin{equation}
c=2\sigma\int_0^\infty Dv\,e^{(\mu-\varepsilon)/kT}d\varepsilon
=\frac{2\sigma m}{\pi^2}e^{\mu/kT}\int_0^\infty\varepsilon e^{-\varepsilon/kT}d\varepsilon
=\frac{2\sigma m(kT)^2}{\pi^2}e^{\mu/kT}.
\end{equation}
Balance requires $\Gamma_{\rm th}P_1=cP_0$. The factors 2 and $e^{\mu/kT}$ cancel:
\begin{equation}
\Gamma_{\rm th}=\nu_{\rm th}e^{-B/kT},\qquad \nu_{\rm th}=\frac{\sigma m(kT)^2}{\pi^2}.
\label{th}
\end{equation}
Since $\mu$ has dropped out, the same rate applies when the band is empty. The depth $x$ does not enter. The energy $B$ has to come from lattice vibrations, which a rigid lattice does not have. That physics is hidden in $\sigma$, which for a deep trap need not be constant and is often thermally activated itself.

The problem sets $\nu_{\rm tun}=\nu_{\rm th}=\nu$. Equations (\ref{tun}) and (\ref{th}) show that this is a premise: one frequency comes from motion in the well, the other from capture.

\subsection*{(b) The crossover depth}

With a common $\nu$ the rates are equal when their exponents are:
\begin{equation}
2\kappa x_c=\frac{B}{kT}
\quad\Longrightarrow\quad
x_c=\frac{B}{2kT\sqrt{2mB}}=\frac{1}{kT}\sqrt{\frac{B}{8m}} .
\label{xc}
\end{equation}
At any other depth
\begin{equation}
\frac{\Gamma_{\rm th}}{\Gamma_{\rm tun}}=e^{2\kappa x-B/kT}=e^{2\kappa(x-x_c)},
\label{ratio}
\end{equation}
so tunnelling is faster for $x<x_c$ and thermal emission for $x>x_c$.

For the given trap, $\kappa=\sqrt{2mB}/\hbar=4.437\ \mathrm{nm^{-1}}$ in ordinary units, so $2\kappa=8.874\ \mathrm{nm^{-1}}$. With $kT=0.02585$ eV the thermal exponent is $B/kT=58.02$. Hence
\begin{equation}
x_c=\frac{58.02}{8.874\ \mathrm{nm^{-1}}}=6.54\ \mathrm{nm}\quad(65.4\ \text{\AA}).
\end{equation}
The change of regime is sharp. One nanometre to either side, the faster process leads by $e^{8.874}\approx7.1\times10^3$.

A deeper level slows both processes, but the thermal exponent grows as $B$ and the tunnelling exponent as $\sqrt B$. Their ratio leaves $x_c\propto\sqrt B$, so tunnelling stays ahead to a greater depth. A heavier mass hinders tunnelling alone and brings $x_c$ closer to the electrode, as $m^{-1/2}$. As $T\to0$, $x_c\to\infty$ and tunnelling wins at every depth.

\subsection*{(c) Climbing part of the way}

Suppose the electron is first excited by $\varepsilon$, with Boltzmann weight $e^{-\varepsilon/kT}$, and then tunnels under the remaining height $B-\varepsilon$. This presumes that states at that energy are available. The total exponent is
\begin{equation}
g(\varepsilon)=\frac{\varepsilon}{kT}+2x\sqrt{2m(B-\varepsilon)} .
\end{equation}
The first term is linear in $\varepsilon$ and the square root is concave, so $g$ is concave. A concave function on an interval takes its smallest value at an end: either $\varepsilon=0$, pure tunnelling, or $\varepsilon=B$, pure emission. At the level of exponents, a square barrier has no favoured intermediate energy.

At $x=x_c$ the cost of the mixed paths is easily found. Put $s=\sqrt{1-\varepsilon/B}$ and use $2\kappa x_c=B/kT$:
\begin{equation}
g=\frac{B}{kT}\left(1-s^2+s\right).
\end{equation}
Both ends, $s=1$ and $s=0$, give $B/kT$. The maximum is at $s=\tfrac12$, that is $\varepsilon=\tfrac34B=1.125$ eV, where $g=\tfrac54B/kT=72.5$. This path is worse than either end by 14.5 in the exponent.

\subsection*{(d) What is emptied in ten years}

Two independent ways out add their rates. A trap filled at $t=0$ is still filled at time $t$ with probability
\begin{equation}
P(x,t)=\exp\left[-\nu t\left(e^{-2\kappa x}+e^{-2\kappa x_c}\right)\right],
\end{equation}
where $B/kT$ has been written as $2\kappa x_c$. While the second term is negligible, traps are emptied from the electrode inwards. The edge of the emptied region is where the tunnelling lifetime equals $t$:
\begin{equation}
\nu t\,e^{-2\kappa x}=1
\quad\Longrightarrow\quad
x(t)=\frac{\ln(\nu t)}{2\kappa}.
\label{front}
\end{equation}
It advances by $\ln10/(2\kappa)=0.26$ nm for each tenfold increase in time. It reaches $x_c$ when $\nu t=e^{B/kT}$, which is also the thermal lifetime. By then the deeper traps are emptying too, all at the same rate, so beyond $x_c$ tunnelling no longer decides which traps are emptied.

Ten years are $3.15\times10^8$ s, so $\ln(\nu t)=49.5$ and
\begin{equation}
x(10\ \text{years})=\frac{49.5}{8.874\ \mathrm{nm^{-1}}}=5.58\ \mathrm{nm}.
\end{equation}
At $x_c$ each process alone has the rate $10^{13}e^{-58.02}=6.3\times10^{-13}\ \mathrm{s^{-1}}$. That is a lifetime of $5.0\times10^4$ years, or $2.5\times10^4$ years with both acting. In ten years thermal emission removes a fraction $2.0\times10^{-4}$ of the trapped electrons. At 300 K the ten-year loss is therefore a matter of tunnelling from the first 5.6 nm, and the crossover lies beyond the region that has been emptied.

At 85 $^\circ$C (358 K), with everything else held fixed, (\ref{xc}) gives $x_c=6.54\times300/358=5.48$ nm. The ten-year tunnelling depth does not depend on $T$ in this model and stays at 5.58 nm. The crossover now lies closer to the electrode than that depth, so the lifetime for either process alone at the crossover, which is also the thermal lifetime of every deeper trap, is shorter than ten years. With $B/kT=48.6$ it is $e^{48.6}/\nu=1.3\times10^8$ s, about four years. With this attempt frequency, traps at every depth therefore lose most of their electrons in ten years, and placing the charge deeper in the layer no longer secures ten years in the trap. The conclusion depends on the assumed $\nu_{\rm th}=10^{13}\ \mathrm{s^{-1}}$, because the thermal lifetime varies as $1/\nu_{\rm th}$. With the capture cross-section of $10^{-15}\ \mathrm{cm^2}$ used in (e), (\ref{th}) gives about 420 years at 85 $^\circ$C, and deep traps then keep most of their electrons for ten years.

\subsection*{(e) How far the answer can be trusted}

\paragraph{Attempt frequencies.} When they differ, equal rates require $\nu_{\rm tun}e^{-2\kappa x}=\nu_{\rm th}e^{-B/kT}$, or
\begin{equation}
x=\frac{1}{2\kappa}\left[\frac{B}{kT}+\ln\frac{\nu_{\rm tun}}{\nu_{\rm th}}\right].
\end{equation}
Each factor of ten in the ratio moves the crossover by 0.26 nm. A model trap shows what ratio may arise. Take a spherical well of radius $a=0.50$ nm with an $s$ state, $u=r\psi\propto\sin kr$ inside, surrounded at distance $x$ by an electrode whose band edge is 2.00 eV below the barrier top. Matching to $e^{-\kappa r}$ at $r=a$ gives $k\cot ka=-\kappa$, which places the level at $-B$ if the well is 3.16 eV deep. It also gives $\sin^2ka=k^2/(k^2+\kappa^2)$. The norm of $\sin kr$ and its tail is
\begin{equation}
\frac a2-\frac{\sin 2ka}{4k}+\frac{\sin^2ka}{2\kappa}
=\frac a2+\sin^2ka\,\frac{k^2+\kappa^2}{2\kappa k^2}
=\frac12\left(a+\frac1\kappa\right),
\end{equation}
where $\cos ka=-(\kappa/k)\sin ka$ was used in the second term. Thus $|A|^2=2k^2/[(k^2+\kappa^2)(a+1/\kappa)]$, and (\ref{tun}) gives $\nu_{\rm tun}=2.6\times10^{15}\ \mathrm{s^{-1}}$. For a capture cross-section of $10^{-15}\ \mathrm{cm^2}$, a rough choice, (\ref{th}) gives $\nu_{\rm th}=6.8\times10^{10}\ \mathrm{s^{-1}}$. The crossover moves out to 7.7 nm.

A flat electrode collects less than a surrounding one. At distance $R=a+x$ from the trap centre, the tail density $e^{-2\kappa r}/(4\pi r^2)$ summed over the plane, relative to its sum over a sphere of radius $R$, is
\begin{equation}
\int_0^\infty\frac{2\pi\rho\,d\rho}{4\pi r^2}e^{-2\kappa(r-R)}
=\frac12\int_R^\infty\frac{dr}{r}e^{-2\kappa(r-R)}\approx\frac{1}{4\kappa R},
\end{equation}
because $r^2=R^2+\rho^2$ gives $\rho\,d\rho=r\,dr$, and $1/r$ hardly changes over the decay length. The integral is $7.9\times10^{-3}$ at $x=x_c$. Multiplying $\nu_{\rm tun}$ by this share and solving numerically for equal rates gives 7.2 nm.

\paragraph{Electric field.} Let a force $F$ on the electron tilt the barrier down towards the electrode. The tunnelling exponent becomes
\begin{equation}
2\int_0^x\sqrt{2m(B-Fs)}\,ds=\frac{4\sqrt{2m}}{3F}\left[B^{3/2}-(B-Fx)^{3/2}\right].
\end{equation}
A field of 0.5 MV/cm drops 0.33 eV over $x_c$. With equal attempt frequencies again, setting this exponent to 58.02 and solving numerically gives 7.0 nm.

The tilt also alters the answer to (c). An electron excited to $\delta$ below the band edge now faces a triangle of length $\delta/F$, at total cost $(B-\delta)/kT+4\sqrt{2m}\,\delta^{3/2}/(3F)$. The derivative vanishes at $\delta=F^2/[8m(kT)^2]=(Fx_c)^2/B=0.07$ eV. There the second term is $2\delta/(3kT)$, so the path saves $\delta/(3kT)\approx0.9$ in the exponent compared with full emission. That is the best single path. Many energies near it contribute, and their sum multiplies the rate of emission along the field by
\begin{equation}
1+\int_0^B\frac{d\delta}{kT}\exp\left[\frac{\delta}{kT}-\frac{4\sqrt{2m}\,\delta^{3/2}}{3F}\right]\approx14\approx e^{2.7}.
\end{equation}
Applied to all emission, this would bring the crossover back from 7.0 to 6.6 nm. A trap emits in all directions, and averaging over them leaves a factor of about 3. For a point-like trap coupled equally to all energies, the Boltzmann-weighted local density of states in the field grows by $e^{\delta/(3kT)}\approx2.5$. Either way the crossover is at about 6.8 nm.

If the emptied trap is positively charged, its attraction lowers the emission barrier as well. Along the field the band edge is $-1/(\epsilon_r r)-Fr$, with its maximum $-2\sqrt{F/\epsilon_r}$ at $r=1/\sqrt{\epsilon_rF}$. For a relative permittivity $\epsilon_r=4$ the lowering is 0.27 eV. Using it in the thermal exponent, with the tilted barrier but no Coulomb correction to tunnelling, gives 5.6 nm. The attraction also lowers the tunnelling barrier. Including it there, from a well edge at $r=0.50$ nm outwards, gives 6.1 nm (6.0 nm if the tilt is measured from the well edge). Both values use the full lowering, which applies only to emission along the field; averaging the emission over directions moves each of them out by about 0.3 nm. For a trap that is neutral when empty this lowering is absent.

\paragraph{Lattice relaxation.} If the lattice relaxes around the trapped electron, the tail is governed by the depth at fixed lattice positions, which exceeds the thermal depth. With 0.30 eV of relaxation, $\kappa$ belongs to 1.80 eV while the thermal exponent keeps 1.50 eV, and $x_c=6.54\sqrt{1.50/1.80}=6.0$ nm. This estimate holds the lattice fixed. Vibrations let the electron tunnel at a range of energies, and if the electrode has empty states over that range, the higher energies raise the rate. With a single phonon energy between 0.03 and 0.06 eV and an electrode band edge 2.00 eV below the barrier top, the crossover moves out to about 6.2 nm. This value still takes the emission rate as $\nu e^{-B/kT}$. In the same single-mode model, absorbing 1.50 eV with only 0.30 eV of relaxation carries a weight $10^{9}$ to $10^{14}$ times below the Boltzmann factor, and using it with a common frequency puts the crossover between roughly 8.7 and 10 nm. A larger relaxation acts the other way: 1.4 eV gives 4.7 nm with the lattice fixed and about 5.2 nm with vibrations included in tunnelling.

\paragraph{Comparison with a real memory layer.} The chosen depth and mass are in the rough range used for electron traps in silicon-nitride charge-trap memories, where the nitride is several nanometres thick, comparable with $x_c$. The flat barrier running straight to the electrode is not typical: a tunnel oxide with a higher barrier lies between. For an oxide of thickness $t=3.0$ nm whose barrier is 1.00 eV higher, with the same mass, equal exponents require $2\kappa_{\rm ox}t+2\kappa(x-t)=2\kappa x_c$, so
\begin{equation}
x=x_c-t\left(\frac{\kappa_{\rm ox}}{\kappa}-1\right)
=6.54-3.0\left(\sqrt{\frac{2.50}{1.50}}-1\right)=5.7\ \mathrm{nm}
\end{equation}
from the electrode, or 2.7 nm inside the nitride. Emission then frees the electron only into the nitride band. It may be trapped again, and it must still pass an oxide to leave the device, so the thermal lifetimes above describe the trap and not the stored bit. Real traps also have a spread of depths, and by (\ref{xc}) each depth has its own crossover.

Taken one group at a time, and with the attraction of a charged trap counted in both processes, these changes put the 300 K crossover between about 5.7 and 7.7 nm. They are estimates for chosen parameters, not bounds. A relaxation above 1 eV, as reported for some nitride traps, or the multiphonon weight of emission moves the crossover outside this range. Two further effects are left out of this range. For $\epsilon_r=4$, the image force at the electrode moves the crossover out by about 0.2 nm. A band that is not parabolic deep in the gap can matter more: with $\kappa^2=2mB(1-B/E_g)$ and a gap $E_g=5$ eV, the crossover is at 7.8 nm. The value 6.5 nm belongs to the stated model, with its equal attempt frequencies and flat barrier.

Numbers in the example were calculated in double precision.
